**Q.** A cubic crystal has a degenerate valence-band top. You stretch a film of it in the plane, and I am told the top comes apart into heavy-hole and light-hole edges. Before any formula, what are the states, and what may strain do to them?

**A.** At \(k=0\), without spin, the top consists of three orbitals \(X,Y,Z\) that transform like \(x,y,z\), up to common signs that cancel in matrix elements. I take the cube axes as coordinates, with \(z\) along the film normal. I keep terms linear in the strain \(\varepsilon_{ij}\), with tensor shear components, and neglect any dependence of the strain term on spin. Energies are electron energies measured from the unstrained edge.

Symmetry then restricts the strain matrix. A twofold rotation about \(x\) reverses \(y\) and \(z\), so it changes the signs of \(\varepsilon_{xy}\) and \(\varepsilon_{xz}\). One about \(z\) changes the signs of \(\varepsilon_{xz}\) and \(\varepsilon_{yz}\). The element \(H_{XX}\) is unchanged by both, so it contains no shear. The element \(H_{XY}\) is odd under the first and even under the second, which leaves \(\varepsilon_{xy}\) alone. In diamond and zinc-blende crystals, exchanging \(y\) and \(z\) is also a symmetry, which makes the coefficients of \(\varepsilon_{yy}\) and \(\varepsilon_{zz}\) in \(H_{XX}\) equal. Hence

\[
H_{XX}=l\varepsilon_{xx}+m(\varepsilon_{yy}+\varepsilon_{zz}),\qquad H_{XY}=n\varepsilon_{xy},
\]

and cyclic permutation gives the other elements. The three constants are real because the orbitals and the spinless Hamiltonian are real.

**Q.** The Bir-Pikus Hamiltonian is written with angular momenta and deformation potentials \(a,b,d\). Is that the same thing?

**A.** Yes. Set \(l=a+2b\), \(m=a-b\), \(n=\sqrt3\,d\), so that

\[
H_{XX}=a\,\mathrm{Tr}\,\varepsilon+b(3\varepsilon_{xx}-\mathrm{Tr}\,\varepsilon).
\]

Thus \(a\) describes the response to volume change and \(b\) the response to unequal axial strains. In units of \(\hbar\), the \(L=1\) matrices on \(X,Y,Z\) are \((L_i)_{kl}=-i\epsilon_{ikl}\), where \(\epsilon_{ikl}\) is the antisymmetric symbol. Their products are

\[
(L_iL_j)_{kl}=-\sum_m\epsilon_{ikm}\epsilon_{jml}=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{jk}.
\]

With \(L^2=2\), this gives

\[
L_x^2-\tfrac13L^2=\tfrac13-|X\rangle\langle X|,\qquad
L_xL_y+L_yL_x=-|X\rangle\langle Y|-|Y\rangle\langle X|.
\]

Inserting these in

\[
H=a\,\mathrm{Tr}\,\varepsilon-3b\sum_i\left(L_i^2-\tfrac13L^2\right)\varepsilon_{ii}-\sqrt3\,d\left[(L_xL_y+L_yL_x)\varepsilon_{xy}+\text{cyclic}\right]
\]

returns the matrix above: the \(b\) term contributes \(-b\,\mathrm{Tr}\,\varepsilon+3b\varepsilon_{xx}\) to \(H_{XX}\), and the \(d\) term contributes \(\sqrt3\,d\,\varepsilon_{xy}\) to \(H_{XY}\).

**Q.** Heavy and light holes carry spin. Where does it enter?

**A.** Through the spin-orbit term \((2\Delta_0/3)\,\mathbf L\cdot\mathbf S\). Let \(\mathbf J=\mathbf L+\mathbf S\). From \(\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)\) one finds \(\tfrac12(\tfrac{15}4-2-\tfrac34)=\tfrac12\) for \(J=\tfrac32\), and \(\tfrac12(\tfrac34-2-\tfrac34)=-1\) for \(J=\tfrac12\). The two groups are therefore separated by \(\tfrac23\Delta_0\cdot\tfrac32=\Delta_0\), with the four \(J=\tfrac32\) states on top. Neglecting coupling to the split-off band means keeping the strain Hamiltonian within these four states, which is justified when strain energies are small against \(\Delta_0\).

Lowering \(|\tfrac32,\tfrac32\rangle=|1\uparrow\rangle\), where the number is \(m_L\), gives

\[
\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0\uparrow\rangle+|1\downarrow\rangle .
\]

The states with \(|m_J|=\tfrac32\) are called heavy-hole (HH) and those with \(|m_J|=\tfrac12\) light-hole (LH), with respect to the film normal.

**Q.** May you simply replace \(L\) by \(J\) after that restriction?

**A.** Not without a factor. Let \(P\) project onto \(J=\tfrac32\). The operator \(P(L_z^2-\tfrac23)P\) conserves \(m_J\), so it is diagonal. In HH, \(L_z^2=1\), giving \(+\tfrac13\). In LH, the average of \(L_z^2\) is the weight \(\tfrac13\) of \(|1\downarrow\rangle\), giving \(-\tfrac13\). States with reversed \(m_J\) give the same values. In comparison, \(J_z^2-\tfrac54\) equals \(\tfrac94-\tfrac54=1\) in HH and \(\tfrac14-\tfrac54=-1\) in LH. Therefore

\[
P\left(L_z^2-\tfrac23\right)P=\tfrac13\left(J_z^2-\tfrac54\right).
\]

The \(J=\tfrac32\) space is unchanged by rotations, so the identity holds for any axis. Using the axis \((\hat x+\hat y)/\sqrt2\) and subtracting the contributions of \(L_x^2\) and \(L_y^2\) gives the same factor \(\tfrac13\) for \(L_xL_y+L_yL_x\). The Hamiltonian becomes

\[
H=a\,\mathrm{Tr}\,\varepsilon-b\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}-\frac{d}{\sqrt3}\left[(J_xJ_y+J_yJ_x)\varepsilon_{xy}+\text{cyclic}\right].
\]

**Q.** I control the in-plane strain. What fixes the strain along the normal?

**A.** The free top face. Let \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel\), positive in tension, with no in-plane shear. For a film matched to a thick substrate, \(\varepsilon_\parallel\) is the substrate's in-plane lattice constant minus the film's relaxed one, divided by the latter. Zero shear traction, \(2C_{44}\varepsilon_{xz}=2C_{44}\varepsilon_{yz}=0\), removes the out-of-plane shears. Zero normal traction requires

\[
C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0,\qquad
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel .
\]

The remaining in-plane stress is

\[
\sigma_\parallel=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_\perp=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon_\parallel .
\]

**Q.** Then put it together, and keep the signs visible.

**A.** Because \(J_x^2+J_y^2=\tfrac{15}4-J_z^2\), the axial sum is

\[
\varepsilon_\parallel\left(\tfrac{15}4-J_z^2-\tfrac52\right)+\varepsilon_\perp\left(J_z^2-\tfrac54\right)
=(\varepsilon_\perp-\varepsilon_\parallel)\left(J_z^2-\tfrac54\right).
\]

Define \(q=b(\varepsilon_\perp-\varepsilon_\parallel)\). The shear terms vanish, so

\[
H=a\,\mathrm{Tr}\,\varepsilon-q\left(J_z^2-\tfrac54\right),
\]

\[
E_{HH}=a(2\varepsilon_\parallel+\varepsilon_\perp)-q,\qquad
E_{LH}=a(2\varepsilon_\parallel+\varepsilon_\perp)+q.
\]

Subtracting and inserting \(\varepsilon_\perp\) gives the splitting:

\[
\boxed{E_{LH}-E_{HH}=2q=-2b\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_\parallel}
\]

Each edge remains doubly degenerate, since \(m_J\) and \(-m_J\) have the same energy. For \(b<0\), tension puts LH on top and compression puts HH on top.

**Q.** Is there a reason for that order beyond the sign of \(b\)?

**A.** The orbitals show how the sign acts. Relative to \(a\,\mathrm{Tr}\,\varepsilon\), the \(Z\) orbital has energy \(b(3\varepsilon_\perp-\mathrm{Tr}\,\varepsilon)=2q\), while \(X\) and \(Y\) have \(-q\). HH contains no \(Z\), so it sits at \(-q\). LH is two thirds \(Z\), so it sits at \(\tfrac23(2q)+\tfrac13(-q)=q\). Tension with \(b<0\) makes \(q\) positive and raises the state rich in \(Z\).

The elastic factor has two useful limits. If \(C_{12}=0\), the film does not contract along the normal and the splitting is \(-2b\varepsilon_\parallel\). If \(C_{12}\) approaches \(C_{11}\), where the crystal loses its resistance to volume-conserving axial distortion, the trace of the strain tends to zero and the splitting tends to \(-6b\varepsilon_\parallel\). Equal strain along all three axes would give \(q=0\): volume change alone cannot split the edge.

**Q.** Give me a film with numbers.

**A.** Take a 50 nm silicon film with \(\varepsilon_\parallel=0.100\,\%\). As inputs for the example, chosen close to silicon's values and not meant as measured data, I take \(a=2.5\) eV, \(b=-2.1\) eV, \(C_{11}=166\) GPa, \(C_{12}=64\) GPa and \(\Delta_0=44\) meV. Then \(2C_{12}/C_{11}=0.771\), so \(\varepsilon_\perp=-0.0771\,\%\), and the stress formula gives about 181 MPa. Next,

\[
q=(-2.1\ \text{eV})(-0.000771-0.001000)=3.72\ \text{meV}.
\]

The trace of the strain is \(0.1229\,\%\), which shifts both edges by \(2.5\ \text{eV}\times0.001229=3.07\) meV. Thus \(E_{HH}=-0.65\) meV and \(E_{LH}=6.79\) meV, and the splitting is 7.44 meV, or 0.00744 eV. A change of 0.1 eV in \(|b|\) changes it by 0.35 meV.

**Q.** For band alignment I need an offset, not a splitting. Which number do I use?

**A.** Use the higher edge. With the split-off band neglected, it moves by \(a\,\mathrm{Tr}\,\varepsilon+|q|\), and this is added to the film's unstrained valence edge on an energy scale common to both materials. Here that shift is 6.79 meV. Reversing the strain reverses the volume term but not \(|q|\), so the top then moves by \(-3.07+3.72=0.65\) meV and has HH character. The absolute shift depends on \(a\), which must refer to the same common scale. The splitting does not depend on \(a\).

**Q.** You chose silicon, whose spin-orbit splitting is small. Have you not discarded the band that matters?

**A.** It can be restored. The split-off state with \(m_J=\tfrac12\) is orthogonal to LH:

\[
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\,|1\downarrow\rangle-\sqrt{\tfrac13}\,|0\uparrow\rangle .
\]

Use the orbital energies \(2q\) for \(m_L=0\) and \(-q\) for \(m_L=1\). The strain energy of this state is \(\tfrac23(-q)+\tfrac13(2q)=0\), and its coupling to LH is \(\tfrac{\sqrt2}3(-q)-\tfrac{\sqrt2}3(2q)=-\sqrt2\,q\). Relative to \(a\,\mathrm{Tr}\,\varepsilon\), the two states have the matrix

\[
\begin{pmatrix}q&-\sqrt2\,q\\-\sqrt2\,q&-\Delta_0\end{pmatrix}.
\]

Its eigenvalues obey \(\lambda^2-(q-\Delta_0)\lambda-q\Delta_0-2q^2=0\). The discriminant is \((q-\Delta_0)^2+4q\Delta_0+8q^2=(q+\Delta_0)^2+8q^2\), so the upper root is

\[
\lambda_{LH}=\tfrac12\left[q-\Delta_0+\sqrt{(q+\Delta_0)^2+8q^2}\right]\approx q+\frac{2q^2}{\Delta_0}
\quad(|q|\ll\Delta_0).
\]

The approximation comes from expanding the root as \(\Delta_0+q+4q^2/\Delta_0\). HH stays at \(-q\), because \(J=\tfrac12\) has no state with \(|m_J|=\tfrac32\). The correction raises LH for either sign of \(q\). Relative to the simple splitting \(2|q|\), its leading size is \(|q|/\Delta_0\).

For the film, \(q/\Delta_0=0.085\). The square-root formula changes 7.44 meV to 8.01 meV, an increase of 7.7 %. The upper edge rises by the same 0.57 meV, which shifts the band offset by that amount. At \(-0.1\,\%\) strain, with all else fixed, LH lies below HH and is pushed towards it: the magnitude falls from 7.44 to 6.76 meV, by 9.1 %.

**Q.** What if the strain is ten times larger?

**A.** At 1 % tension the simple formula gives 74 meV and the square root gives 100 meV, which is 35 % above the simple value. Now \(q/\Delta_0\) is about 0.85, and a small correction is no longer a fair description.

The opposite limit, \(|q|\gg\Delta_0\), shows where this leads. In tension the root tends to \(3q\), so \(\lambda_{LH}\to2q\): the upper state becomes the \(Z\) orbital and the splitting tends to \(3q\), not \(2q\). In compression, expanding the root to first order in \(\Delta_0\) gives \(3|q|-\Delta_0/3\), hence \(\lambda_{LH}\to|q|-2\Delta_0/3\). HH is at \(|q|\), so the splitting saturates at \(2\Delta_0/3\) within this linear-strain model.

**Q.** A real film may also have some in-plane shear. Does that spoil the labels?

**A.** It mixes them. With \(J_\pm=J_x\pm iJ_y\), one has \(J_xJ_y+J_yJ_x=(J_+^2-J_-^2)/(2i)\). Raising \(m_J=-\tfrac12\) twice gives \(2\cdot\sqrt3\) times the state \(m_J=\tfrac32\), so the matrix element is \(-i\sqrt3\). Multiplication by \(-d\varepsilon_{xy}/\sqrt3\) gives a coupling \(i\,d\,\varepsilon_{xy}\) between HH at \(-q\) and LH at \(q\). The other pair has a coupling of the same magnitude. Within these four states the splitting becomes

\[
2\sqrt{q^2+d^2\varepsilon_{xy}^2}.
\]

For an assumed \(\varepsilon_{xy}=0.01\,\%\) and a rough \(d=-4.8\) eV, the coupling is 0.48 meV in magnitude and this formula gives a growth of 0.06 meV. Shear also couples these states to the split-off band, so with silicon's small \(\Delta_0\) the number is only an estimate of size: keeping all six states gives about 0.03 meV for this film in tension and about 0.10 meV in compression.

**Q.** And the finite thickness, and room temperature?

**A.** Both involve motion away from \(k=0\). Along the normal, the four-state Luttinger model gives kinetic terms \(-(\gamma_1\mp2\gamma_2)\hbar^2k_z^2/2m_0\), with the upper sign for HH. I choose the inputs \(\gamma_1=4.29\) and \(\gamma_2=0.34\), again only close to silicon's values, so the masses in the example are \(0.277\,m_0\) for HH and \(0.201\,m_0\) for LH. Hard walls a distance \(t\) apart impose \(k_z=\pi/t\) on the lowest state. At \(t=50\) nm this lowers HH by 0.54 meV and LH by 0.75 meV, so the splitting shrinks by about 0.2 meV.

In bulk-like motion along \(k_z\), the lighter LH band falls faster and meets HH when

\[
4\gamma_2\frac{\hbar^2k_z^2}{2m_0}=2q .
\]

This occurs at \(k_z=0.38\ \text{nm}^{-1}\). The depth below the LH edge is \((\gamma_1+2\gamma_2)(2q)/(4\gamma_2)=27\) meV, close to \(k_BT=26\) meV at 300 K. The Boltzmann factor between the two edges is \(e^{-7.44/25.85}=0.75\). This compares single states at \(k=0\), not the populations of the two bands, which also depend on their densities of states. Thermal energy spreads holes at room temperature well away from \(k=0\), even when the splitting there is large. In this film \(k_BT\) also exceeds the splitting, so both edges are thermally accessible.

**Q.** How close is this example to a silicon device?

**A.** The material parameters are rough silicon values, and the strain represents a mildly stressed film. Silicon layers strained by growth on relaxed silicon-germanium can reach roughly 1 %, ten times the strain used here. Such layers are usually much thinner than 50 nm, because thicker ones tend to relax by forming dislocations. At that strain the split-off band cannot be neglected: restoring it moves the computed splitting from 74 to 100 meV.

In the 0.1 % film, restoring it changes the splitting by 0.57 meV, more than the four-state estimates for hard-wall confinement (about 0.2 meV) and the assumed shear (0.06 meV). For given material constants and no electric field, the boxed formula is thus usable there at roughly the ten-percent level for the splitting at \(k=0\). This does not extend to each edge separately: confinement alone moves the HH edge by 0.54 meV, nearly as much as its strain shift of 0.65 meV. A gate field along the normal confines the holes more tightly. In this film under tension it lowers the lighter LH state more than HH, and in a triangular well with a hard wall a field of about 0.13 MV/cm, ordinary for an inversion layer, already cancels the splitting; a stronger field reverses it. Nor is the formula a model of room-temperature hole transport.
